\section*{Why Pooling Dies Lowers the Apparent Weibull Slope}

\section{What scaling allows}

Changing the unit of time adds a constant to every $\ln t$. It cannot change a slope read against $\ln t$, so the slope depends on the width of the log-life distribution and not on its position, provided the extraction fixes no time of its own. A test stopped at a fixed time does fix one, and is excluded from this argument: when the dies differ, the slope then depends also on the fraction that has failed by the end. A second transformation fixes more. Let the devices on one die survive to time $t$ with probability
\begin{equation}
S_{\rm die}(t)=\exp[-(t/\eta)^b],
\label{die}
\end{equation}
where $b$ is the Weibull slope and $\eta$ the characteristic life of that die. Let $u=\ln\eta$ vary from die to die with standard deviation $s$, a pure number in natural-log units. Replace each time by $t'=t^c$ with $c>0$. Since $(t/\eta)^b=(t'/\eta^c)^{b/c}$, the slope becomes $b/c$ and the spread becomes $cs$. A straight line fitted against $\ln t'=c\ln t$ has its slope divided by $c$ as well. The product $bs$ is unchanged, and the choice $c=b$ gives
\begin{equation}
b_{\rm app}=b\,\Phi(bs),\qquad \Phi(0)=1 .
\label{scaling}
\end{equation}
The function $\Phi$ depends on the shape of the die distribution and on how the slope is extracted, and $\Phi(0)=1$ refers to large samples. Scaling says that the die spread must be compared with $1/b$, which sets the width of the intrinsic distribution. The rest is to find $\Phi$.

The assumptions are that all dies share the same $b$, and that the random failure within a die is independent of the die's characteristic life. Then
\begin{equation}
\ln t=u+w,
\label{split}
\end{equation}
with $w$ the logarithm of a Weibull variable of slope $b$ and unit characteristic life.

\section{First contribution: failure within a die}

Put $x=(t/\eta)^b$. By (\ref{die}), $P(x>X)=e^{-X}$, so $x$ is a unit exponential variable and $w=(\ln x)/b$. Its moments are
\begin{equation}
E[x^q]=\int_0^\infty x^q e^{-x}\,dx=\Gamma(1+q).
\end{equation}
Because $x^q=e^{q\ln x}$, the function $\ln\Gamma(1+q)$ generates the cumulants of $\ln x$. With $\psi=\Gamma'/\Gamma$, the first and second derivatives at $q=0$ are the mean and the variance:
\begin{equation}
E[\ln x]=\psi(1)=-\gamma_E,\qquad
{\rm Var}(\ln x)=\psi'(1)=\sum_{n=1}^{\infty}\frac1{n^2}=\frac{\pi^2}{6}.
\end{equation}
Here $\gamma_E\simeq0.5772$ is Euler's constant, and the sum follows from $\psi(z)=-\gamma_E+\sum_{n\ge1}[1/n-1/(n-1+z)]$. Division by $b$ gives
\begin{equation}
E[w]=-\frac{\gamma_E}{b},\qquad {\rm Var}(w)=\frac{\pi^2}{6b^2}.
\label{within}
\end{equation}
For $b=1.5$ this variance is $0.7311$. It is present even when all dies are identical.

\section{Second contribution: differences between dies}

A die-wide error in line spacing is one source of $s$. At fixed voltage $V$ the field is $E=V/S_0$, with $S_0$ the spacing. Suppose that, near the test field, $\ln\eta={\rm const}-gE$, where $g$ is the field acceleration. Then
\begin{equation}
\frac{d\ln\eta}{dS_0}=\frac{gV}{S_0^2}=\frac{gE}{S_0},
\qquad s\simeq gE\,d,
\label{spacing}
\end{equation}
where $d$ is the relative standard deviation of the spacing. The sign is positive because a wider gap lowers the field and lengthens life. The estimate counts only this effect of the gap on the field: the constant in $\ln\eta$ is taken not to depend on $S_0$.

Take lines 40 nm apart with a die-to-die standard deviation of 2 nm, so $d=0.05$, a field of 4 MV/cm and $g=4$ cm/MV. Then $s=4\times4\times0.05=0.8$. A five per cent error in geometry is amplified sixteenfold in log-life, and it contributes $s^2=0.64$ to the variance.

\section{The two contributions together}

From (\ref{split}),
\begin{equation}
{\rm Var}(\ln t)={\rm Var}(u)+{\rm Var}(w)+2\,{\rm Cov}(u,w)
=s^2+\frac{\pi^2}{6b^2},
\label{sum}
\end{equation}
since independence makes the covariance zero. Moment matching assigns to the pooled data the Weibull distribution with the same mean and variance of $\ln t$. Its slope $b_{\rm mm}$ satisfies $\pi^2/(6b_{\rm mm}^2)={\rm Var}(\ln t)$. Multiplying (\ref{sum}) by $6/\pi^2$,
\begin{equation}
\frac1{b_{\rm mm}^2}=\frac1{b^2}+\frac{6s^2}{\pi^2},
\qquad
b_{\rm mm}=\frac{b}{\sqrt{1+6(bs)^2/\pi^2}},
\label{bmm}
\end{equation}
which has the form (\ref{scaling}). In the example
\begin{equation}
0.7311+0.6400=1.3711,\qquad
b_{\rm mm}=\frac{\pi}{\sqrt{6\times1.3711}}=1.095 .
\end{equation}
The dies supply 47\% of the variance, and the slope falls from 1.5 to about 1.10.

For $bs\ll1$, $b_{\rm mm}\simeq b[1-3(bs)^2/\pi^2]$, so a small die spread enters in second order. For $bs\gg1$, $b_{\rm mm}\to\pi/(\sqrt6\,s)$, which no longer contains $b$: the fit then measures the spread between dies and says nothing about the Weibull slope within a die.

Only the variance of $u$ was used. Numerical integration of the pooled distribution with Gaussian, two-valued and uniform die spreads, all with $s=0.8$, gives 1.0953 in each case.

\section{Why the plot itself bends}

The variance argument does not show where on the plot the slope is lost. A Weibull plot shows $\ln H$ against $\ln t$, where $H=-\ln S$ and $S$ is the pooled survival probability. Write $y=t^b$ and $A=\eta^{-b}$; weak dies have large $A$. Averaging (\ref{die}) over dies,
\begin{equation}
S(y)=E[e^{-Ay}],\qquad
H'(y)=\frac{E[Ae^{-Ay}]}{E[e^{-Ay}]}\equiv\langle A\rangle_y .
\end{equation}
This is the mean of $A$ over the devices that still survive. Differentiating once more,
\begin{equation}
H''(y)=-\frac{E[A^2e^{-Ay}]}{E[e^{-Ay}]}+\langle A\rangle_y^2
=-\left(\langle A^2\rangle_y-\langle A\rangle_y^2\right)\le0 .
\end{equation}
Devices on weak dies tend to fail first, so the survivors come increasingly from strong dies and $\langle A\rangle_y$ falls. Since $H(0)=0$ and $H'$ does not increase,
\begin{equation}
H(y)=\int_0^yH'(v)\,dv\ \ge\ yH'(y).
\end{equation}
With $d\ln y=b\,d\ln t$, the local slope of the plot obeys
\begin{equation}
\beta(t)=\frac{d\ln H}{d\ln t}=b\,\frac{yH'(y)}{H(y)}\le b .
\label{local}
\end{equation}
Pooling dies of common $b$ therefore cannot steepen the plot at any failed fraction, whatever the distribution of $\eta$.

\section{The early tail}

The loss of slope is not uniform. Let $u$ be Gaussian with median $\ln\eta_0$. Then
\begin{equation}
E[A]=E[e^{-bu}]=\eta_0^{-b}e^{b^2s^2/2},\qquad
E[A^2]=\eta_0^{-2b}e^{2b^2s^2}.
\end{equation}
The inequalities $x-x^2/2\le1-e^{-x}\le x$ for $x\ge0$, averaged with $x=Ay$, bound the failed fraction $F=1-S$ between $yE[A]-y^2E[A^2]/2$ and $yE[A]$. At early times
\begin{equation}
F\simeq\left(\frac t{\eta_0}\right)^b e^{b^2s^2/2},\qquad
t_p\simeq\eta_0\,p^{1/b}e^{-bs^2/2},
\label{tail}
\end{equation}
where $t_p$ is the time at which a fraction $p$ has failed. The error of $F$, relative to $yE[A]$, is at most $yE[A^2]/(2E[A])$. Inserting $y\simeq p/E[A]$ turns this into about $(p/2)e^{b^2s^2}$, or $2p$ in the example, which is negligible at 1 ppm.

The slope in this tail is $b$ again. The die spread has become a shift: life is multiplied by $e^{-bs^2/2}=e^{-0.48}=0.62$ relative to a population made of median dies. The form (\ref{tail}) needs a finite $E[A]$, as the Gaussian has, and the quick return to $b$ rests on the Gaussian's thin tail and on $p\ll e^{-b^2s^2}$: for Gaussian dies with $s=3.2$ the slope at 1 ppm is still only 1.34. With a long tail of weak dies it is slower or absent: if $u$ lies below a fixed value by an exponential variable of mean $s$ and $bs>1$, then $E[A]$ diverges and the tail slope tends to $1/s$, which is 1.25 for $s=0.8$.

The moment-matched Weibull has a different tail. Its mean log-life is $\ln\eta_0-\gamma_E/b$ by (\ref{within}), so its characteristic life $\eta_{\rm mm}$ satisfies $\ln\eta_{\rm mm}=\ln\eta_0-\gamma_E/b+\gamma_E/b_{\rm mm}$. Solving $p=1-\exp[-(t/\eta_{\rm mm})^{b_{\rm mm}}]$ for $t$ gives
\begin{equation}
\ln\frac{t_p^{\rm mm}}{\eta_0}
=-\frac{\gamma_E}{b}+\frac{\gamma_E+\ln[-\ln(1-p)]}{b_{\rm mm}} .
\end{equation}
With $\eta_0=100$ h the two descriptions compare as follows.
\begin{center}
\begin{tabular}{cccc}
$p$ & local slope $\beta$ & pooled $t_p$ (h) & matched $t_p^{\rm mm}$ (h)\\
\hline
$0.5$ & 1.03 & 73.1 & 82.5\\
$0.1$ & 1.34 & 15.1 & 14.8\\
$10^{-2}$ & 1.48 & 2.91 & 1.73\\
$10^{-4}$ & 1.50 & 0.133 & 0.0257\\
$10^{-6}$ & 1.50 & 0.00619 & 0.000384
\end{tabular}
\end{center}
At 1 ppm, (\ref{tail}) gives $100\times10^{-4}\times0.6188=0.00619$ h, or 22 s. The matched Weibull gives 1.4 s, too short by a factor of 16. The size and even the sign of this error depend on the shape of the die distribution, which moment matching does not see: if 1\% of dies lie 8.0 below the rest in $u$, $s$ is again 0.8 and the matched life at 1 ppm is about five times too long. For the Gaussian dies of the table, the matched life at the median is too long by 13\% of the pooled life. For these dies and failed fractions between 0.1 and 0.9 the matched life stays within about 15\% of the pooled life (within about 25\% for two-valued dies and 35\% for the 1\% of weak dies), although the local slope falls from 1.34 to 0.76 over that range. A low apparent slope is thus a rough summary of the bulk of these data and a poor guide to early failures.

\section{The same data read by maximum likelihood}

The value 1.10 belongs to moment matching. For a large, uncensored sample, a maximum-likelihood fit of a Weibull with slope $k$ and log characteristic life $a$ maximizes the mean log-density of $\ln t$,
\begin{equation}
L=\ln k+k(m-a)-e^{-ka}M(k),\qquad m=E[\ln t],\quad M(k)=E[t^k].
\end{equation}
Setting $\partial L/\partial a=-k+ke^{-ka}M$ to zero gives $e^{ka}=M$. Substituting this back leaves $L=\ln k+km-\ln M(k)-1$, whose derivative vanishes when $1/k=d\ln M/dk-m$. For Gaussian $u$, independence gives $M(k)=\eta_0^k\,e^{k^2s^2/2}\,\Gamma(1+k/b)$. The terms in $\ln\eta_0$ cancel, and
\begin{equation}
\frac1k=ks^2+\frac{\psi(1+k/b)+\gamma_E}{b}.
\label{ml}
\end{equation}
For $b=1.5$ and $s=0.8$ the root is $k=0.93$, well below 1.10. Direct numerical maximization of $L$ agrees with this root to within $10^{-4}$.

The small-spread limit shows the difference. Put $k=b(1-\epsilon)$ and multiply (\ref{ml}) by $b$. To first order in $\epsilon$ and $(bs)^2$,
\begin{equation}
1+\epsilon=(bs)^2+\psi(2)+\gamma_E-\psi'(2)\,\epsilon .
\end{equation}
Since $\psi(2)+\gamma_E=1$ and $\psi'(2)=\pi^2/6-1$, this gives $\epsilon=6(bs)^2/\pi^2$, twice the fractional drop found by moment matching. In the opposite limit $k/b\to0$, the last term of (\ref{ml}) becomes negligible and $k\to1/s$, compared with $1.28/s$ from moments. The value $1/s$ holds for Gaussian $u$; two equally common kinds of die at $u=\pm s$ give about $1.20/s$. Even the order of the two slopes depends on the shape of the die distribution: with 1\% of dies 8.0 below the rest the likelihood slope is 1.40, above the moment slope of 1.10, and with 1\% of dies 8.0 above the rest it is 0.44. An apparent slope should be quoted with its method of extraction.

\section{Separating the contributions}

With $D$ dies and $n$ devices on each, the two variances can be measured separately. Let $\sigma_w^2=\pi^2/(6b^2)$. The squared deviations from the die means sum, on average, to $D(n-1)\sigma_w^2$. Each die mean has variance $s^2+\sigma_w^2/n$, so the squared deviations of the die means from the grand mean, counted $n$ times, sum to $(D-1)(ns^2+\sigma_w^2)$. Adding the two and dividing by $Dn-1$ gives the expected pooled sample variance
\begin{equation}
E[v_{\rm pool}]=\sigma_w^2+\frac{n(D-1)}{Dn-1}\,s^2,
\end{equation}
because the coefficient of $\sigma_w^2$ is $D(n-1)+D-1=Dn-1$. The within-die sample variance estimates $\sigma_w^2$, and hence $b$, provided $u$ is the same for all devices on a die. If the spacing also varies from device to device within a die, that spread adds to the within-die variance and the slope obtained is again an apparent one: a spread of 0.4 in $u$ within the die gives 1.36 in place of 1.5. The variance of die means, less the within-die variance divided by $n$, estimates $s^2$.

For 20 dies of 5 devices the factor on $s^2$ is $95/99=0.960$, and the expected pooled variance is 1.345. The average over 10000 simulated wafers is also 1.345, and the recovered $s^2$ averages 0.639. On single wafers the central 68\% of moment slopes runs from about 1.0 to 1.2 for pooled data and from about 1.4 to 1.7 for within-die data. One wafer of this size separates the two readings in most cases, but it does not fix $b$ to better than about ten per cent. The within-die slope averages 1.53, slightly above $b$, and the recovered $s^2$ scatters from wafer to wafer with a standard deviation of about 0.26.

The separation matters for area scaling. If a structure on one die is enlarged to $N$ independent equal parts, its survival is $S_{\rm die}^N=\exp[-N(t/\eta)^b]$, so each characteristic life becomes $\eta N^{-1/b}$. If $u$ is common to the whole enlarged area, every pooled quantile is multiplied by the same $N^{-1/b}$. For $N=100$ this factor is 0.046. Using $b_{\rm mm}$ in its place would give 0.015, a life about three times too short. These are large-sample values. With the slope taken from one wafer of the size above, the central 68\% of the factor runs from 0.034 to 0.066 for the within-die slope and from 0.010 to 0.025 for the pooled slope, and the 1 ppm life obtained from the separated $b$ and $s^2$ runs from about 0.4 to 2.8 times its true value. If $u$ also varies independently among the $N$ parts, the single factor fails: for a spread of 0.4 within the die it is 0.042 at the median and 0.046 at 1 ppm, while the within-die slope of 1.36 would give 0.034.

\section{Weight of the neglected effects}

The example represents an insulator between metal lines in an accelerated breakdown test at 398 K. Its parameters are round, illustrative values, and the test voltage is 16 V. Real dies depart from the model in several ways, taken here one at a time with the other settings fixed.

\emph{Curvature.} Equation (\ref{spacing}) is linear in the spacing error. Keeping the full $V/S_0$ for normally distributed spacing, cut off at eight standard deviations, changes $b_{\rm mm}$ from 1.095 to 1.090. It shortens the 1 ppm life by 12\%, because narrow gaps raise the field more than wide gaps lower it.

\emph{Temperature.} If $\ln\eta$ contains $E_a/k_BT$, a temperature spread $\delta T$ adds a log-life spread $E_a\delta T/(k_BT^2)$. For a rough $E_a=0.7$ eV and $\delta T=2$ K this is 0.10. Added in quadrature to 0.8, it gives a slope of 1.091.

\emph{Unequal $b$.} If $b$ is tied to die strength, $w$ is no longer independent of $u$. Applying (\ref{within}) to each die gives
\begin{equation}
{\rm Var}(\ln t)=E\!\left[\frac{\pi^2}{6b^2}\right]
+{\rm Var}\!\left(u-\frac{\gamma_E}{b}\right).
\end{equation}
For two equally common kinds of die at $u=\pm0.8$ about the median, with $b$ 10\% higher on the strong ones and 10\% lower on the weak ones, $u$ and $-\gamma_E/b$ rise together and the slope is 1.06. With the assignment reversed it is 1.11. The same spread of $b$ unrelated to strength gives 1.086, through the first term and the spread of $\gamma_E/b$. The early tail is far more sensitive: relative to the same two kinds of die with common $b$, the 1 ppm life is multiplied by 0.40 in the first case and by 1.35 in the second, and the tail slope tends to the smaller $b$. The bound (\ref{local}) and the single area factor $N^{-1/b}$ also rest on a common $b$; in the first case the factor for $N=100$ is 0.041 at the median and 0.033 at 1 ppm, in place of 0.046. A tie of the first kind is to be expected when spacing is the source of $s$, because in percolation pictures of breakdown $b$ grows with the gap. With Gaussian spacing, $u$ linear in the spacing error with $s$ kept at 0.8, and $b$ proportional to the spacing, the moment slope is 1.08, while at 1 ppm the life is multiplied by 0.53, the local slope is 1.37 and the area factor is 0.034. Keeping $s$ at 0.8 understates the case. In the same pictures $\eta$ carries a factor $N_c^{-1/b}$, with $N_c$ the number of parallel cells in the structure, so $\ln\eta$ rises with the gap even at fixed field. This adds about $d\ln N_c/b$ directly to $s$, some 0.5 to 0.8 for $N_c$ between $10^7$ and $10^{10}$, which is comparable to the field term of (\ref{spacing}) and depends on the area tested.

\emph{Use conditions.} This can be the largest change, but its size and sign depend on the field law. At 1 V the field is 0.25 MV/cm, and (\ref{spacing}) gives $s=4\times0.25\times0.05=0.05$ and $b_{\rm mm}=1.497$. Suppose instead that $\ln\eta={\rm const}-2g\sqrt{E_0E}$, with $E_0$ the test field, which has the same derivative $-g$ at $E_0$. Then $s=g\sqrt{E_0E}\,d=4\times1\times0.05=0.2$ and $b_{\rm mm}=1.46$. Two other laws with the same derivative at $E_0$ behave differently. A power law, $\ln\eta={\rm const}-gE_0\ln E$, gives $s=gE_0d=0.8$ at every field, so the slope keeps its test value, 1.095 in this linear estimate. The law $\ln\eta={\rm const}+gE_0^2/E$ gives $s=gE_0^2d/E$, which grows as the field falls. All these values assume that spacing is the sole source of $s$ and that $b$ does not change with field; none of the laws is assured over so long an extrapolation. The slope of 1.10 is a property of the dies under the test field, and whether it still holds in use depends on the field law. The numerical output below lists the main values to more digits.

\section*{Calculated quantities}
\begin{verbatim}
line spacing, die-to-die s.d.: 40 nm, 2.0 nm
test field, voltage: 4.0 MV/cm, 16.0 V
field acceleration: 4.0 cm/MV
median die characteristic life: 100 h
within-die slope b: 1.50 (no unit)
die-to-die s.d. of ln life s: 0.800 (no unit)
within-die variance of ln t: 0.7311 (no unit)
die-to-die variance of ln t: 0.6400 (no unit)
total variance of ln t: 1.3711 (no unit)
die-to-die share of variance: 46.7 %
moment-matched slope, formula: 1.0953 (no unit)
moment slope by quadrature, Gaussian dies: 1.0953 (no unit)
moment slope by quadrature, two-point dies: 1.0953 (no unit)
moment slope by quadrature, uniform dies: 1.0953 (no unit)
large-sample likelihood slope: 0.9299 (no unit)
failed fraction | local slope | pooled life | matched life | pooled/matched
  5e-01 | 1.0289 | 73.11 h | 82.49 h | 0.886
  1e-01 | 1.3424 | 15.12 h | 14.77 h | 1.023
  1e-02 | 1.4777 | 2.912 h | 1.729 h | 1.684
  1e-04 | 1.4998 | 0.1333 h | 0.0257 h | 5.189
  1e-06 | 1.5000 | 0.006188 h | 0.0003836 h | 16.130
early-tail life factor exp(-b s^2/2): 0.6188 (no unit)
1 ppm life from tail formula: 0.006188 h
simulated wafers, dies, devices per die: 10000, 20, 5
finite-sample factor on s^2: 0.9596 (no unit)
mean pooled variance, simulated: 1.3453 (no unit)
mean pooled variance, expected: 1.3452 (no unit)
mean within-die variance, simulated: 0.7322 (no unit)
mean recovered s^2, simulated: 0.6389 (no unit)
pooled slope of one wafer, 16/50/84 %: 1.005 1.116 1.242
within-die slope of one wafer, 16/50/84 %: 1.361 1.517 1.689
area ratio: 100 (no unit)
median life factor, true: 0.0464 (no unit)
median life factor, if b_mm is used: 0.0149 (no unit)
neglected, curved field law: slope 1.0901 (no unit)
  1 ppm life with curved field law: 0.005458 h
chuck: 398 K, s.d. 2 K, activation energy 0.7 eV
neglected, chuck spread: s_T 0.1026, slope 1.0911 (no unit)
neglected, b 10% higher on strong dies: slope 1.0625 (no unit)
neglected, b 10% lower on strong dies: slope 1.1110 (no unit)
use voltage, field: 1.0 V, 0.25 MV/cm
use, linear-field law: s 0.050, slope 1.4974 (no unit)
use, root-field law: s 0.200, slope 1.4606 (no unit)
\end{verbatim}
